# Zener tunnelling in two bands and the width of Wannier-Stark resonances, part 2

An electron moves without collisions in a one-dimensional crystal under a uniform force $F>0$ along $+x$:

$$H=\frac{p^2}{2M}+U(x)-Fx,\qquad U(x+a)=U(x),$$

where $M$ is the bare mass and $a$ the period. The widths of its Wannier-Stark resonances are to be explained: 1.28 μeV at $F=0.005$ eV/nm and 56.1 μeV at $F=0.010$ eV/nm, a growth by a factor of 44.

The wave number moves as $k=k_0+Ft/\hbar$. With $G=2\pi/a$ and $k=G/2+q$ near the zone boundary, the two bands at the lowest gap $E_g$ follow, apart from a common energy, from

$$h(q)=\begin{pmatrix}\hbar vq&E_g/2\\E_g/2&-\hbar vq\end{pmatrix}.$$

The mass $m=E_g/(2v^2)$ is twice their reduced mass.

For two states with coupling $\Delta$, whose uncoupled energies separate at the sweep rate $\alpha$, the first half found the probability of crossing to the other band in one passage:

$$P=e^{-2\pi\delta},\qquad \delta=\frac{\Delta^2}{\hbar\alpha}.$$

At the lowest gap this is the Zener formula

$$P=\exp\left(-\frac{\pi E_g^2}{4\hbar vF}\right)=e^{-B/F},\qquad B=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar}.$$

The electron remains in its band with probability $1-P$. The passage must occupy a small part of the zone.

The wave number crosses the zone in the Bloch period

$$T_B=\frac{\hbar G}{F}=\frac{2\pi\hbar}{aF}.$$

In an isolated band the amplitude then returns multiplied by $e^{-i\theta}$, with $\theta$ independent of $k_0$. This gives the sharp levels of the Wannier-Stark ladder, with integer $n$:

$$E_n=aF\left(n+\frac{\theta}{2\pi}\right).$$

The example is the cosine crystal, $U=2V\cos Gx$, with $V=0.05$ eV, $a=1$ nm and $M=m_e$, the free-electron mass ($\hbar^2/m_e=0.0762$ eV nm²). For it $\hbar v=\hbar^2G/2M=0.2394$ eV nm, $E_g=0.09997$ eV, $m=0.0664\,m_e$ and $B=0.0328$ eV/nm.

### Two bands alone: transfer without decay

It is tempting to multiply $P$ by the number of passages per second and call the result a decay rate. For a crystal with two bands and nothing else, this is false. An electron that has crossed to the upper band is still in the crystal, and it meets the same gap again one period later.

In such a crystal one Bloch cycle acts on the two band amplitudes as a unitary $2\times2$ matrix. Its eigenvalues have modulus one, so both ladders have real energies. To see what happens to an electron that starts in the lower band, write the matrix, apart from a common phase, as

$$W=\cos\phi-i\sin\phi\;\mathbf n\cdot\boldsymbol\sigma ,$$

with a real unit vector $\mathbf n$ and the Pauli matrices $\boldsymbol\sigma$. Since $(\mathbf n\cdot\boldsymbol\sigma)^2=1$, the $N$th power has the same form with $N\phi$ in place of $\phi$. The off-diagonal element of $W^N$ has squared modulus $(1-n_z^2)\sin^2N\phi$. For $N=1$ this is the loss $L$ in the first cycle, so for $\sin\phi\neq0$ the probability of being in the lower band after $N$ cycles is

$$S_N=1-L\,\frac{\sin^2N\phi}{\sin^2\phi}.$$

It oscillates and comes back close to one whenever $N\phi$ is close to a multiple of $\pi$. There is no exponential decay.

A lattice with two sites per cell shows the size of the effect. Let the site energies be $\pm E_g/2$ and the hopping between neighbours be $-J$. The Hamiltonian for wave number $k$ is

$$H(k)=\tfrac12E_g\,\sigma_z-2J\cos(ka/2)\,\sigma_x .$$

Near $ka=\pi$ put $k=\pi/a+q$. Then $-2J\cos(ka/2)=2J\sin(aq/2)\simeq Jaq$, so $\hbar v=Ja$. An exchange of the roles of $\sigma_x$ and $\sigma_z$, which is a change of basis, gives the two-band form used above. For $E_g=0.4J$ and $aF=0.05J$,

$$P=\exp\left(-\frac{\pi\times0.4^2}{4\times0.05}\right)=0.0810 .$$

Multiplying the short-time propagators over one Bloch period, with the electron initially in the lower band at $k=0$, gives a loss of 0.0813. One passage therefore follows the Zener formula. Independent losses would leave a fraction $(1-P)^{100}=2\times10^{-4}$ after 100 cycles. The computed survival instead stays above 0.91 throughout and returns to 1.0000, to the digits given, at cycle 140. The losses of successive cycles interfere. By the formula for $S_N$ their sum cannot exceed $L/\sin^2\phi$, which at this force is little more than the loss of a single cycle. At a force for which $\sin\phi$ is small, much more can be transferred before the electron returns. The probability $P$ is correct here, but it is not the width of any level.

### An open upper band: the resonance condition

A width needs a way out. In the cosine crystal the higher gaps are much smaller than the first. An electron that has crossed the first gap mostly passes through them as well and is accelerated away. Suppose first that none of it returns.

A resonance is a solution of $H\psi=\varepsilon\psi$ with an outgoing wave and no incoming wave. Its energy is complex,

$$\varepsilon=E-\tfrac12i\Gamma ,$$

so that probabilities decay as $e^{-\Gamma t/\hbar}$. With this convention $\Gamma$ is the full width and $\hbar/\Gamma$ the lifetime.

Follow the lower-band amplitude through one Bloch period. At the gap its modulus is reduced by $\sqrt{1-P}$, because the probability of staying is $1-P$. It also acquires a phase, which is included in $\theta$. Nothing is added from the upper band. The resonance must reproduce itself up to the factor belonging to its complex energy:

$$e^{-i\varepsilon T_B/\hbar}=\sqrt{1-P}\;e^{-i\theta}.$$

The phases give the ladder $E_n=aF(n+\theta/2\pi)$ again. The moduli give $e^{-\Gamma T_B/2\hbar}=\sqrt{1-P}$. Take the logarithm, multiply by $-2\hbar/T_B$ and use $\hbar/T_B=aF/2\pi$:

$$\Gamma=-\frac{aF}{2\pi}\ln(1-P).$$

When $P\ll1$, $-\ln(1-P)\simeq P$ and

$$\Gamma\simeq\frac{aF}{2\pi}\exp\left(-\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar F}\right).$$

This is the sense in which Zener tunnelling is the width of the resonances: $\Gamma/\hbar$ is the number of attempts per unit time, $1/T_B$, times the probability of success $P$. All members of a ladder have the same width, since they differ by a displacement through whole cells.

For $P\to0$ the width vanishes and the isolated ladder returns, as it should. In the opposite direction, the formula makes the width as large as the spacing when $-\ln(1-P)=2\pi$, that is, when $P=1-e^{-2\pi}=0.998$. Beyond that point the gap hardly holds the electron and the ladder is no longer resolved. For the cosine crystal this is only an estimate: it would need a force of about 17.5 eV/nm, at which the passage fills most of the zone and the condition for the passage formula is not met.

### Worked values at one force

At $F=0.01$ eV/nm, a field of $10^7$ V/m, the spacing is $aF=10$ meV and the Bloch period is 0.414 ps. With $P=0.0377$, $-\ln(1-P)=0.0385$, and

$$\Gamma=\frac{10\ \text{meV}}{2\pi}\times0.0385=61.2\ \mu\text{eV}.$$

The leading form $aFP/2\pi$ gives 60.1 μeV, which is 2% less. The lifetime is $\hbar/\Gamma=10.8$ ps, or 26 Bloch periods.

### Resonances of the full cosine crystal

The formula rests on a single gap and on a perfect exit. The resonances of the crystal itself can be computed without either assumption. Expand the wave in plane waves $k+nG$ with amplitudes $c_n$. The cosine potential couples neighbours:

$$i\hbar\dot c_n=\frac{\hbar^2(k+nG)^2}{2M}c_n+V(c_{n+1}+c_{n-1}),\qquad k=k_0+\frac{Ft}{\hbar}.$$

After one Bloch period $k$ has grown by $G$. The plane wave called $n$ is then the one that was called $n+1$ at the start, so the amplitudes are relabelled by one place. The wave pushed beyond the largest retained $n$ is dropped, since it belongs to an electron leaving along the force. The lowest place is filled with zero, since no electron comes in from large negative momentum. The resulting matrix is no longer unitary. Its eigenvalue $\lambda$ of largest modulus belongs to the longest-lived resonance, and

$$\Gamma=-\frac{aF}{2\pi}\ln|\lambda|^2 .$$

Seven plane waves and a split-operator propagation with 24,000 steps per period give the widths below. The column $R$ is the computed width divided by the formula with $\ln(1-P)$.

| $F$ (eV/nm) | $P$ | formula (μeV) | computed (μeV) | $R$ |
|---|---|---|---|---|
| 0.0050 | 0.00142 | 1.134 | 1.278 | 1.127 |
| 0.0075 | 0.0127 | 15.20 | 16.76 | 1.103 |
| 0.0100 | 0.0377 | 61.2 | 56.1 | 0.917 |
| 0.0150 | 0.112 | 285 | 307 | 1.076 |
| 0.0200 | 0.194 | 687 | 686 | 0.997 |

The formula follows a growth by a factor of more than 500. The remaining differences reach 13% of the formula value and change sign from one force to another. They do not look like a wrong exponent, which would give a steady trend in $1/F$.

### What the second gap does

The assumption to examine is the perfect exit. An electron in the second band next meets a gap at the zone centre, where the plane waves $G$ and $-G$ are degenerate at the energy $E_G=\hbar^2G^2/2M$. The potential does not couple them directly, but it does so through the plane wave 0. At energy $E_G$ the amplitude of that wave obeys $E_Gc_0=V(c_1+c_{-1})$. Inserting $c_0$ in the equation for $c_1$ produces the coupling to $c_{-1}$

$$V_2=\frac{V^2}{E_G}=\frac{(0.05\ \text{eV})^2}{1.504\ \text{eV}}=1.66\ \text{meV},$$

together with an equal shift of both energies. At $k=q$ the kinetic energies of the two waves differ by $2\hbar^2Gq/M$, so the sweep rate $\alpha_2$ satisfies $\hbar\alpha_2=2\hbar^2GF/M$. The passage formula of the first half now applies with coupling $V_2$. The electron stays in the second band, and fails to escape, with probability

$$r^2=1-\exp\left(-\frac{2\pi V_2^2}{\hbar\alpha_2}\right).$$

At $F=0.01$ eV/nm this gives $r=0.0426$. The probability $r^2$ is below 0.2%, but the returning wave adds to the lower-band wave as an amplitude, and an effect of first order in $r$ results.

Let $N_{ij}$ be the unitary matrix of the first gap between the two bands, with $|N_{11}|=|N_{22}|=\sqrt{1-P}$ and $|N_{12}|=|N_{21}|=\sqrt P$. The phases gathered along the bands can be included in its elements. After the first gap, the second-band amplitude is multiplied by $\rho=re^{i\eta}$, where $\eta$ is the phase acquired on reflection. One cycle is then

$$\begin{pmatrix}N_{11}&N_{12}\\ \rho N_{21}&\rho N_{22}\end{pmatrix},$$

and its eigenvalues obey

$$\lambda=N_{11}+\frac{\rho N_{12}N_{21}}{\lambda-\rho N_{22}}.$$

To first order in $r$, replace the denominator by $N_{11}$. The relative change of $\lambda$ is $\rho N_{12}N_{21}/N_{11}^2$, whose modulus is $rP/(1-P)$. If $\chi$ is its phase,

$$\ln|\lambda|^2\simeq\ln(1-P)+\frac{2rP}{1-P}\cos\chi .$$

The width therefore differs from the formula by at most the fraction

$$\frac{2rP}{(1-P)\,[-\ln(1-P)]}$$

to this order. For small $P$ it is $2r$. At $F=0.01$ eV/nm it is 8.7%, and the computed width is 8.3% below the formula.

At $F=0.005$ eV/nm the first-order limit is 12.0%, while the difference is 12.7%. The next order accounts for this. For small $P$ the denominator is $N_{11}-\rho N_{22}$, whose modulus is at least $(1-r)|N_{11}|$. The limit for an increase of the width becomes $2r/(1-r)$, which is 12.8% for $r=0.060$; for a decrease it is $2r/(1+r)$. The rows $F=0.0075$ and $0.015$ eV/nm behave in the same way: their differences of 10.3% and 7.6% exceed the first-order limits of 9.9% and 7.4%, but not the largest increases of 10.4% and 7.7% that the full eigenvalue equation allows.

The phase $\chi$ contains the difference of the dynamical phases of the two bands, $\frac1F\int(E_2-E_1)\,dk$ over the zone. With the small gap neglected, the separation is $2\hbar v|q|$ for $|q|<G/2$, and the integral is $\hbar vG^2/2=4.7$ eV/nm. At $F=0.01$ eV/nm this estimate puts the phase at about 470 rad; the computed widths oscillate in $1/F$ with a coefficient of 4.8 eV/nm, or about 480 rad. A change of $F$ by 1% shifts it by nearly 5 rad, so the sign of the difference can change between closely spaced forces.

### The exponent recovered from the widths

The modulation varies rapidly with $F$ and largely averages out over many forces. For 24 forces between 0.004 and 0.03 eV/nm, a straight-line fit of $\ln(1-|\lambda|^2)$ against $1/F$ has the slope $-0.0329$ eV/nm. The value of $B$ from gap and mass is 0.0328 eV/nm. The last digit of the slope depends on the forces chosen: starting the set at 0.0041 instead of 0.004 eV/nm gives $-0.0325$ eV/nm, so the agreement is at the level of 1%.

A second lattice separates the gap from the mass. With $a=0.7$ nm and $V=0.1$ eV, the gap is 0.200 eV, twice the former one, while $m=0.0651\,m_e$ has hardly changed. The law predicts that $B$ grows by

$$2^{3/2}\sqrt{\frac{0.0651}{0.0664}}=2.80,$$

to 0.0918 eV/nm. The average of $-F\ln(1-|\lambda|^2)$ over 24 forces between 0.02 and 0.06 eV/nm is 0.0911 eV/nm, lower by 0.7%. This difference is scatter left by the modulation: sets of forces with slightly shifted end points give 0.0915 and 0.0925 eV/nm. A linear dependence on the gap would have given a factor of 2.

### The factor of 44

The opening numbers can now be taken apart. When $F$ doubles from 0.005 to 0.010 eV/nm, the attempt rate doubles. The probability rises from 0.00142 to 0.0377, by a factor of 26.5. With the small correction from the logarithm, the formula predicts a growth by $61.2/1.134=54$. Reflection at the second gap raises the first width by 13% and lowers the second by 8%, which multiplies the ratio by $0.917/1.127=0.81$. The product is 44.

The identification of the width with Zener tunnelling thus needs a passage through the first gap that occupies a small part of the zone, a single such passage in each Bloch period, and weak return from the higher bands. It also needs scattering to be negligible, as assumed throughout this one-dimensional model: a scattering time of 1 ps alone gives a broadening $\hbar/\tau=0.66$ meV, more than ten times the 56 μeV found at $F=0.01$ eV/nm, and in such a crystal the observed linewidth is not the Zener width. If the second gap reflected strongly, $r$ would no longer be small and the two-band amplitudes would have to be followed together. In the limit $r=1$ the cycle matrix is unitary, and the sharp levels of the closed two-band crystal return.
